# Pauli reduction of the Breit operator and the share of Gaunt, part 1

(Sections cited here and not found follow in the second part.)

Two electrons in a helium-like ion repel each other through $1/r_{12}$, but each also carries a current, partly from its motion and partly from its spin, and currents interact magnetically. In a four-component calculation this interaction is one operator built from Dirac $\alpha$ matrices, and one may keep all of it (Breit) or its simpler part (Gaunt). To name the physical terms that are lost by keeping the simpler part, the operator is rewritten here in terms of $\mathbf p$ and $\mathbf s$ acting on two-component functions.

## 1. The operator and its kernel

Hartree atomic units are used, with $c=1/\alpha$, $\mathbf r=\mathbf r_1-\mathbf r_2$, $\mathbf n=\mathbf r/r$, $\mathbf s=\boldsymbol\sigma/2$, $\mathbf p=-i\nabla$ and $T=p^2/2$. Repeated Cartesian indices are summed, and $\partial_i=\partial/\partial r_i$, so that on a function of $\mathbf r$ one has $\partial_{1i}=\partial_i$ and $\partial_{2i}=-\partial_i$. The frequency-independent Breit operator is taken as given:

$$B=-\alpha_{1i}\alpha_{2j}D_{ij},\qquad D_{ij}=\frac{\delta_{ij}+n_in_j}{2r}=\frac{\delta_{ij}}{r}+W_{ij},\qquad W_{ij}=-\frac{\delta_{ij}-n_in_j}{2r}.\tag{1}$$

The Gaunt term is $G=-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r$ and the gauge term is $R=-\alpha_{1i}\alpha_{2j}W_{ij}$, so $B=G+R$. Since $\partial_jr=n_j$ and $\partial_in_j=(\delta_{ij}-n_in_j)/r$,

$$W_{ij}=-\tfrac12\partial_i\partial_jr=\tfrac12\partial_{1i}\partial_{2j}\,r.\tag{2}$$

The full kernel is divergence-free. One has $\partial_i(\delta_{ij}/r)=-r_j/r^3$ and $\partial_i(r_ir_j/r^3)=(3r_j+r_j-3r_j)/r^3=r_j/r^3$, so

$$\partial_iD_{ij}=0.\tag{3}$$

No delta function hides at the origin, because the flux of a $1/r$ kernel through a sphere of radius $\eta$ vanishes like $\eta$. The program differentiates the kernels symbolically and asserts both identities at one generic pair of points, to $10^{-25}$. In Fourier space $1/r\to4\pi/q^2$, and $\nabla^2r=2/r$ gives $r\to-8\pi/q^4$, so $W_{ij}\to-4\pi q_iq_j/q^4$ and $D_{ij}\to(4\pi/q^2)(\delta_{ij}-\hat q_i\hat q_j)$. The Breit kernel couples the transverse parts of the currents; Gaunt couples the whole currents, and $R$ subtracts the longitudinal parts.

With transition currents $\mathbf j_1=\psi_a^\dagger\boldsymbol\alpha\psi_c(\mathbf r_1)$ and $\mathbf j_2=\psi_b^\dagger\boldsymbol\alpha\psi_d(\mathbf r_2)$, a matrix element is $\langle ab|B|cd\rangle=-\iint j_{1i}D_{ij}j_{2j}$. Here $B$ is used to first order and between positive-energy states; section 8 shows what happens otherwise.

## 2. One electron: the current in two-component form

Write $\psi=(\varphi,\chi)$. The lower half of the Dirac equation with energy $\varepsilon=E-c^2$ measured from the rest energy (negative for a bound state) and local potential $V$ gives $\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi/(2c^2+\varepsilon-V)$. To leading order

$$\chi=\frac{\boldsymbol\sigma\cdot\mathbf p}{2c}\,\varphi,$$

and $\varphi$ is a normalized Schrödinger spinor. Since $\varepsilon$ and $V$ are of order $Z^2$ over the bulk of a hydrogenic orbital, the expected relative correction is of order $(Z\alpha)^2$. Close to a point nucleus $V/2c^2$ is not small, so this estimate needs a test, which section 3 supplies.

The matrix $\alpha_i$ has $\sigma_i$ in its off-diagonal blocks, so

$$j_i=\varphi_a^\dagger\sigma_i\chi_c+\chi_a^\dagger\sigma_i\varphi_c=\frac1{2c}\left[\varphi_a^\dagger\sigma_i\sigma_k\,p_k\varphi_c+(p_k\varphi_a)^\dagger\sigma_k\sigma_i\varphi_c\right].$$

Define $\rho=\varphi_a^\dagger\varphi_c$, $\mathbf m=\varphi_a^\dagger\mathbf s\varphi_c$, $\mathbf P=\varphi_a^\dagger\mathbf p\varphi_c=-i\varphi_a^\dagger\nabla\varphi_c$, $\bar{\mathbf P}=(\mathbf p\varphi_a)^\dagger\varphi_c=i(\nabla\varphi_a^\dagger)\varphi_c$ and $\mathbf J=(\mathbf P+\bar{\mathbf P})/2$. Then

$$\bar{\mathbf P}-\mathbf P=i\nabla\rho.\tag{4}$$

Insert $\sigma_i\sigma_k=\delta_{ik}+i\epsilon_{ikl}\sigma_l$ in the first term: it becomes $P_i+i(-i)\epsilon_{ikl}\varphi_a^\dagger\sigma_l\partial_k\varphi_c$. Insert $\sigma_k\sigma_i=\delta_{ik}-i\epsilon_{ikl}\sigma_l$ in the second: it becomes $\bar P_i+i(-i)\epsilon_{ikl}(\partial_k\varphi_a^\dagger)\sigma_l\varphi_c$. The two spin pieces have coefficient $+1$ and combine by the product rule into $\epsilon_{ikl}\partial_k(\varphi_a^\dagger\sigma_l\varphi_c)=2(\nabla\times\mathbf m)_i$. Hence, point by point,

$$\mathbf j=\frac1c\left(\mathbf J+\nabla\times\mathbf m\right).\tag{5}$$

The current is a convection current plus a magnetization current. Each electron supplies one factor $1/c$, so $B$ between positive-energy states starts at $c^{-2}$.

## 3. Simplest case: the $1s^2$ singlet

Let both electrons occupy the same real spherical orbital with density $\rho(r)$, and keep the spins as operators on the two-spin state. A real orbital has $\mathbf P+\bar{\mathbf P}=0$, so $\mathbf J=0$, and $\mathbf m=\rho\,\mathbf s$ gives $\nabla\times\mathbf m=\nabla\rho\times\mathbf s$. With $(\mathbf u\times\mathbf s_1)\cdot(\mathbf v\times\mathbf s_2)=(\mathbf u\cdot\mathbf v)(\mathbf s_1\cdot\mathbf s_2)-(\mathbf u\cdot\mathbf s_2)(\mathbf v\cdot\mathbf s_1)$,

$$\langle G\rangle=-\frac1{c^2}\left[\mathbf s_1\cdot\mathbf s_2\,\delta_{ij}-s_{2i}s_{1j}\right]I_{ij},\qquad I_{ij}=\iint\frac{\partial_i\rho(1)\,\partial_j\rho(2)}{r}.$$

Spherical symmetry makes $I_{ij}=\delta_{ij}I_{kk}/3$. The trace follows from two integrations by parts and $\nabla_1\cdot\nabla_2(1/r)=-\nabla^2(1/r)=4\pi\delta(\mathbf r)$, for any two decaying densities:

$$\iint\frac{\nabla\rho_1\cdot\nabla\rho_2}{r}=4\pi\int\rho_1\rho_2.\tag{6}$$

The bracket contracted with $\delta_{ij}/3$ is $(1-\tfrac13)\,\mathbf s_1\cdot\mathbf s_2$, so $\langle G\rangle=-(8\pi/3c^2)\,\mathbf s_1\cdot\mathbf s_2\int\rho^2$. For the singlet $\mathbf s_1\cdot\mathbf s_2=-\tfrac34$, and for $\rho=(Z^3/\pi)e^{-2Zr}$,

$$\int\rho^2=\frac{Z^6}{\pi^2}\,4\pi\,\frac{2}{(4Z)^3}=\frac{Z^3}{8\pi},\qquad\langle G\rangle=\frac{2\pi}{c^2}\frac{Z^3}{8\pi}=\tfrac14Z^3\alpha^2.$$

The energy depends on the chance of finding both electrons at one point, which is the contact term. The magnetization current has no divergence, so $R$ gives nothing here.

The test uses Dirac–Coulomb orbitals for a point nucleus and the $4\times4$ matrices themselves. The Gaunt energy divided by $Z^3\alpha^2$, extrapolated from $Z\alpha=0.04$ and $0.02$ to zero, is $0.250000$, and the remainder grows by a factor $4.00$ (the radial grid leaves the third decimal uncertain by about $0.001$) when $Z\alpha$ is doubled, as a $(Z\alpha)^2$ correction should.

## 4. Gaunt in general: the spin-dependent parts

For arbitrary orbitals (5) splits $-\iint\mathbf j_1\cdot\mathbf j_2/r$ into a $\mathbf J\mathbf J$ part, two cross parts and a curl-curl part.

**Cross parts.** Move the curl of electron 1 onto the kernel, using $\partial_{1j}(1/r)=-r_j/r^3$, whose singularity is integrable:

$$\int d^3r_1\,\frac{\epsilon_{ijk}\partial_jm_{1k}}{r}=\int d^3r_1\,\epsilon_{ijk}\frac{r_j}{r^3}m_{1k}=\int d^3r_1\frac{(\mathbf r\times\mathbf m_1)_i}{r^3}.$$

The contribution is $-c^{-2}(\mathbf r\times\mathbf m_1)\cdot\mathbf J_2/r^3=+c^{-2}\mathbf m_1\cdot(\mathbf r\times\mathbf J_2)/r^3$, by the cyclic rule and one exchange of factors. By (4), $\mathbf J_2=\mathbf P_2+\tfrac i2\nabla\rho_2$. The gradient, integrated by parts, produces $\epsilon_{ijk}m_{1k}\partial_i\partial_j(1/r)$, which vanishes because the second derivative is symmetric in $ij$, also at the origin by (8) below. So $\mathbf J_2$ may be replaced by $\mathbf P_2$, which means that $\mathbf p_2$ acts on the ket. The other cross part follows from $1\leftrightarrow2$, $\mathbf r\to-\mathbf r$:

$$H_{\rm soo}=\frac{1}{c^2r^3}\left[\mathbf s_1\cdot(\mathbf r\times\mathbf p_2)-\mathbf s_2\cdot(\mathbf r\times\mathbf p_1)\right].\tag{7}$$

The classical limit confirms sign and factor. In Gaussian form, electron 2 with charge $-1$ and velocity $\mathbf p_2$ makes the field $\mathbf B=-\mathbf p_2\times\mathbf r/(cr^3)=\mathbf r\times\mathbf p_2/(cr^3)$ at electron 1. A moment $\boldsymbol\mu_1=-\mathbf s_1/c$, which is $g=2$, has energy $-\boldsymbol\mu_1\cdot\mathbf B$, the first term of (7). Each spin couples to the orbit of the other electron.

**Curl-curl part.** Move both curls onto the kernel; the two signs from the integrations cancel, and $\partial_{1j}\partial_{2l}=-\partial_j\partial_l$:

$$-\frac1{c^2}\epsilon_{ijk}\epsilon_{ilm}m_{1k}m_{2m}\,\partial_{1j}\partial_{2l}\frac1r=\frac1{c^2}\left[\mathbf m_1\cdot\mathbf m_2\nabla^2\frac1r-m_{1k}m_{2m}\partial_k\partial_m\frac1r\right],$$

where $\epsilon_{ijk}\epsilon_{ilm}=\delta_{jl}\delta_{km}-\delta_{jm}\delta_{kl}$ was used. The second derivative scales as $r^{-3}$ and has a meaning through the integration by parts that produced it: for a smooth decaying $f$, $\int f\,\partial_i\partial_j(1/r)$ stands for $-\int\partial_if\,\partial_j(1/r)$. That integral converges, so it is the limit of the integral over $r>\eta$. Integrate back by parts there. The outward normal on the small sphere is $-\mathbf n$ and $\partial_j(1/r)=-n_j/\eta^2$, so the surface term is $-\oint f\,n_in_j\,d\Omega\to-(4\pi/3)\delta_{ij}f(0)$. The volume term contains the ordinary derivative $(3n_in_j-\delta_{ij})/r^3$, whose angular average is zero, so its limit exists. Writing PV for that limit,

$$\partial_i\partial_j\frac1r={\rm PV}\,\frac{3n_in_j-\delta_{ij}}{r^3}-\frac{4\pi}3\delta_{ij}\,\delta(\mathbf r).\tag{8}$$

The trace gives $\nabla^2(1/r)=-4\pi\delta$, as it must. Inserting (8), the delta terms add to $-4\pi+4\pi/3=-8\pi/3$:

$$H_{\rm dip}=\frac1{c^2}{\rm PV}\frac{\mathbf s_1\cdot\mathbf s_2-3(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)}{r^3},\qquad H_{\rm con}=-\frac{8\pi}{3c^2}\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r).\tag{9}$$

For $r>0$, $H_{\rm dip}$ is the classical energy of two moments $-\mathbf s/c$. The coefficient $8\pi/3$ belongs with the spherical excision that defines PV. In the case of section 3 the dipolar kernel averages to zero over angles and $H_{\rm con}$ reproduces the result found there. For a triplet the spatial function is antisymmetric and vanishes at $\mathbf r=0$, so $H_{\rm con}$ acts in singlets, where it equals $+2\pi\delta(\mathbf r)/c^2$.

## 5. Gaunt in general: the spin-free part

The identity $(x+y)(u+v)=2(xv+yu)+(y-x)(v-u)$ and (4) give

$$J_{1i}J_{2j}=\tfrac12\left(\bar P_{1i}P_{2j}+P_{1i}\bar P_{2j}\right)-\tfrac14\,\partial_i\rho_1\,\partial_j\rho_2.\tag{10}$$

Contract with $-\delta_{ij}/(c^2r)$. The product $\bar{\mathbf P}_1\cdot\mathbf P_2/r$ is the integrand of the operator $\mathbf p_1\cdot r^{-1}\mathbf p_2$, with $\mathbf p_1$ acting on the bra and $\mathbf p_2$ on the ket. The last term gives $+\tfrac14\cdot4\pi\int\rho_1\rho_2$ by (6). Therefore

$$H_{\rm oo}^G=-\frac1{2c^2}\left(\mathbf p_1\cdot\frac1r\,\mathbf p_2+\mathbf p_2\cdot\frac1r\,\mathbf p_1\right)+\frac{\pi}{c^2}\delta(\mathbf r).\tag{11}$$

On $1s^2$, where $\mathbf J=0$, this must vanish. There $\bar{\mathbf P}=-\mathbf P=\tfrac i2\nabla\rho$, so $\bar{\mathbf P}_1\cdot\mathbf P_2=\tfrac14\nabla\rho_1\cdot\nabla\rho_2$, the first term is $-\tfrac12\cdot2\cdot\tfrac14\cdot4\pi\int\rho^2=-\pi\int\rho^2$, and the delta function cancels it. The spin-free $\pi\delta$ is thus a companion of the ordering chosen in (11): written as $-\mathbf J_1\cdot\mathbf J_2/r$, the same quantity shows no delta function. It is distinct from the spin-spin contact term.

To order $c^{-2}$ the Gaunt term has been reduced to $H_{\rm oo}^G+H_{\rm soo}+H_{\rm dip}+H_{\rm con}$. What remains is the gauge term $R$, which completes the Breit operator, followed by numerical tests on excited states and the case of negative-energy pairs.
